# Dirac electrons at a sharp symmetric graphene p-n step

A graphene conductor has one half doped with electrons and the other half doped equally with holes. The boundary is the line $x=0$. An electron arrives from the n side ($x<0$) with its velocity at an angle $\phi$ to the $x$ axis, $|\phi|<90^\circ$. How likely is it to cross, and what resistance does the boundary add?

Near one corner (valley) of the Brillouin zone the electron obeys

$$H=\hbar v(\sigma_xk_x+\sigma_yk_y)+U(x),\qquad k_x=-i\partial_x,\quad k_y=-i\partial_y .$$

The two components of $\psi=(\psi_A,\psi_B)^T$ are amplitudes on the two sublattices. Energies are measured from the Fermi level, so $E=0$ for the electron considered. The potential is $U=-\varepsilon$ on the left and $U=+\varepsilon$ on the right, with $\varepsilon>0$.

The sheet is taken as gapless, clean and phase coherent, with no interaction between electrons. The step is sharp compared with $1/k$, where $k=\varepsilon/\hbar v$, but does not scatter electrons between valleys. This holds if $U$ varies smoothly on the atomic scale, or if the interface runs along a zigzag row, since the conserved $k_y$ then keeps the valleys apart.

## (a) Which waves can take part?

*Find the spinors of the incident, reflected and transmitted waves. In which direction does the transmitted electron travel?*

**Solution.** Nothing depends on $y$, so $k_y$ keeps the value $q=k\sin\phi$ everywhere. Let $e=E-U$ be the kinetic energy: $e=+\varepsilon$ on the left and $e=-\varepsilon$ on the right. In a region of constant $U$, the second row of $(H-E)\psi=0$ reads

$$e\,\psi_B=\hbar v(k_x+iq)\psi_A .$$

Choosing $\psi_A=1$ gives

$$u=\begin{pmatrix}1\\ \hbar v(k_x+iq)/e\end{pmatrix}.$$

The first row, $e\psi_A=\hbar v(k_x-iq)\psi_B$, then requires $e^2=\hbar^2v^2(k_x^2+q^2)$. Both sides therefore have $k_x=\pm k\cos\phi$.

The sign follows from the direction of travel. Differentiating the last relation at fixed $q$ gives $2e\,\partial e/\partial k_x=2\hbar^2v^2k_x$, and similarly for $q$. The group velocity is thus

$$v_x=\frac{\hbar v^2k_x}{e},\qquad v_y=\frac{\hbar v^2q}{e}.$$

On the left $e>0$. The incident wave has $k_x=k\cos\phi$ and the reflected wave $k_x=-k\cos\phi$. With $\hbar v/e=1/k$ and $-\cos\phi+i\sin\phi=-e^{-i\phi}$,

$$u_i=\begin{pmatrix}1\\e^{i\phi}\end{pmatrix},\qquad
u_r=\begin{pmatrix}1\\-e^{-i\phi}\end{pmatrix}.$$

On the right $e<0$, so a wave moving away from the step needs $k_x=-k\cos\phi$. Now $\hbar v/e=-1/k$, and the lower component is $-(-\cos\phi+i\sin\phi)=e^{-i\phi}$:

$$u_t=\begin{pmatrix}1\\e^{-i\phi}\end{pmatrix}.$$

Its velocity is $(v\cos\phi,-v\sin\phi)$. The electron continues to the right, but its motion along the interface is reversed: this is negative refraction. At $\phi=30^\circ$ the velocity components in units of $v$ are $0.866$ and $-0.500$.

## (b) What is continuous at the step?

*Derive the matching condition and the current carried by each wave.*

**Solution.** Write $\psi(x,y)=\psi(x)e^{iqy}$ and define $\kappa(x)=-U(x)/\hbar v$, so $\kappa=+k$ on the left and $-k$ on the right. At $E=0$,

$$-i\sigma_x\partial_x\psi+q\sigma_y\psi=\kappa\psi .$$

Multiply from the left by $i\sigma_x$, using $\sigma_x^2=1$ and $\sigma_x\sigma_y=i\sigma_z$:

$$\partial_x\psi=(i\kappa\sigma_x+q\sigma_z)\psi. \tag{1}$$

Integrate (1) from $-\delta$ to $+\delta$. The right side is bounded, so its integral vanishes as $\delta\to0$. Both components of $\psi$ are therefore continuous. Their derivatives may jump, because the equation is of first order.

For the current, let $\psi$ solve (1), and let $\chi$ solve the same equation with another real profile $\kappa_0(x)$. Then

$$\partial_x(\chi^\dagger\sigma_x\psi)
=\chi^\dagger\left[(-i\kappa_0\sigma_x+q\sigma_z)\sigma_x+\sigma_x(i\kappa\sigma_x+q\sigma_z)\right]\psi .$$

Since $\sigma_z\sigma_x+\sigma_x\sigma_z=0$, the terms in $q$ cancel and

$$\partial_x(\chi^\dagger\sigma_x\psi)=i(\kappa-\kappa_0)\chi^\dagger\psi. \tag{2}$$

Setting $\chi=\psi$ and $\kappa_0=\kappa$ shows that $\psi^\dagger\sigma_x\psi$ is independent of $x$. The velocity operator is $\partial H/\partial(\hbar k_x)=v\sigma_x$, so the conserved current is

$$j_x=v\psi^\dagger\sigma_x\psi=2v\,\mathrm{Re}(\psi_A^*\psi_B).$$

It equals $2v\cos\phi$ for $u_i$, $-2v\cos\phi$ for $u_r$ and $2v\cos\phi$ for $u_t$. The incident and reflected waves do not interfere in the current, because $u_i^\dagger\sigma_xu_r=-e^{-i\phi}+e^{-i\phi}=0$.

## (c) What fraction is transmitted?

*Match the waves and find the transmission probability $T(\phi)$.*

**Solution.** Let $r$ and $t$ be the reflected and transmitted amplitudes. Continuity at $x=0$ means $u_i+ru_r=tu_t$, or

$$1+r=t,\qquad e^{i\phi}-re^{-i\phi}=te^{-i\phi}.$$

Insert the first equation into the second and collect $r$:

$$e^{i\phi}-e^{-i\phi}=2re^{-i\phi}.$$

The left side is $2i\sin\phi$, hence

$$r=i\sin\phi\,e^{i\phi}.$$

Then

$$t=1+i\sin\phi(\cos\phi+i\sin\phi)=\cos^2\phi+i\sin\phi\cos\phi=\cos\phi\,e^{i\phi}.$$

The incident and transmitted current factors are equal, so no extra velocity ratio appears:

$$\boxed{T(\phi)=|t|^2=\cos^2\phi},\qquad R=|r|^2=\sin^2\phi,\qquad R+T=1 .$$

At $30^\circ$, $r=-0.250+0.433i$ and $t=0.750+0.433i$, which gives $R=0.25$ and $T=0.75$. At $60^\circ$ the two probabilities are interchanged. At grazing incidence $T\to0$.

The choice of branch in (a) is essential. With $k_x=+k\cos\phi$ on the right, the spinor would be $(1,-e^{i\phi})^T$. Matching would give $2e^{i\phi}=r(e^{-i\phi}-e^{i\phi})$, so $|r|^2=1/\sin^2\phi$, which is 4 at $30^\circ$. That solution describes a wave coming in from the right, not a transmitted one.

The other valley has $H'=\hbar v(-\sigma_xk_x+\sigma_yk_y)+U$. Since $\sigma_y\sigma_x\sigma_y=-\sigma_x$, the transformation $\sigma_yH'\sigma_y$ restores $H$, and the same law follows.

## (d) Does a finite width matter?

*Replace the jump by a linear ramp of width $w$. Treat normal incidence for any $w$, then find the first correction for $kw\ll1$.*

**Solution.** At normal incidence $q=0$, and (1) becomes $\partial_x\psi=i\kappa\sigma_x\psi$. The incident spinor $(1,1)^T$ is an eigenvector of $\sigma_x$ with eigenvalue $+1$, and it acquires only the phase $\exp(i\int\kappa\,dx)$. The reflected spinor $(1,-1)^T$ has eigenvalue $-1$ and is never generated. Within this Hamiltonian $T(0)=1$ for any profile $U(x)$.

For oblique incidence, let $\kappa_0$ be the sharp profile and $\kappa=-2kx/w$ the ramp in $|x|<w/2$. Choose two solutions:

- $\psi$ solves the ramp problem, with the outgoing wave $u_t$ of unit amplitude on the right and incident amplitude $a$ on the left. Thus $T=1/|a|^2$.
- $\chi$ solves the sharp problem and is the pure incident wave $u_i$ on the left.

To the left of the ramp, $\chi^\dagger\sigma_x\psi=2a\cos\phi$, since $u_r$ drops out. To its right, $\chi$ and $\psi$ obey the same equation, so the product is constant. Extending both plane-wave forms back to $x=0$, where $\chi=u_i$, gives $u_i^\dagger\sigma_xu_t=2e^{-i\phi}$. Integrating (2) across the ramp therefore yields

$$2e^{-i\phi}-2a\cos\phi=i\int\Delta\,\chi^\dagger\psi\,dx,\qquad \Delta=\kappa-\kappa_0. \tag{3}$$

The function $\Delta$ is odd in $x$ and its total integral is zero. Let $D(x)=\int_{-w/2}^x\Delta\,dx'$, which vanishes at both ends. Integration by parts, with (1) used for each solution, gives

$$\int\Delta\,\chi^\dagger\psi\,dx
=-\int D\left(i\Delta\,\chi^\dagger\sigma_x\psi+2q\,\chi^\dagger\sigma_z\psi\right)dx .$$

In the first term $D\Delta=\tfrac12\partial_xD^2$. This integrates to zero when $\chi^\dagger\sigma_x\psi$ is treated as constant, and its variation contributes only beyond order $(kw)^2$. For the second term, another integration by parts gives

$$\int D\,dx=-\int x\Delta\,dx=-2\int_0^{w/2}x\left(k-\frac{2kx}{w}\right)dx
=-2kw^2\left(\frac18-\frac1{12}\right)=-\frac{kw^2}{12}.$$

To leading order the spinors take their sharp-step values at $x=0$, so

$$\chi^\dagger\sigma_z\psi=u_i^\dagger\sigma_zu_t=1-e^{-2i\phi}=2i\sin\phi\,e^{-i\phi}.$$

The right side of (3) is then

$$i\,\frac{qkw^2}{6}\,2i\sin\phi\,e^{-i\phi}=-\frac{(kw)^2\sin^2\phi}{3}e^{-i\phi}.$$

Solving for $a$,

$$a=\frac{e^{-i\phi}}{\cos\phi}\left[1+\frac{(kw)^2\sin^2\phi}{6}\right],$$

and, to order $(kw)^2$,

$$T(\phi)\simeq\cos^2\phi\left[1-\frac{(kw)^2\sin^2\phi}{3}\right]. \tag{4}$$

A narrow ramp lowers oblique transmission but leaves normal incidence untouched. The relevant condition for a sharp step is $kw\ll1$.

## (e) What resistance follows?

*Sum over angles for a wide sheet at zero temperature. Evaluate the result for $\varepsilon=0.10$ eV, lattice constant $a_0=0.246$ nm and nearest-neighbour hopping $\gamma=3.0$ eV.*

**Solution.** In a sheet of width $W$, transverse wave numbers are spaced by $2\pi/W$. Each mode contributes $(e_0^2/h)T$, where $e_0$ is the elementary charge, and spin and valley give a factor 4. With $q=ks$, $s=\sin\phi$ and $T=1-s^2$,

$$\frac GW=\frac{4e_0^2}{h}\frac{k}{2\pi}\int_{-1}^{1}(1-s^2)\,ds
=\frac{4e_0^2}{h}\frac{k}{2\pi}\frac43
=\frac23\,\frac{4e_0^2}{h}\frac{k}{\pi}.$$

A uniform ballistic sheet has $T=1$ and integral 2, so the sharp junction conducts two thirds as well.

The lattice constant and hopping are model inputs close to those of graphene. The digits below follow from these inputs and are not predictions of that accuracy for a real sheet. They give

$$\hbar v=\frac{\sqrt3}{2}a_0\gamma=0.866\times0.246\times3.0=0.639\ \text{eV nm},$$

or $v=9.7\times10^5$ m/s. Then $k=0.10/0.639=0.156$ nm$^{-1}$, $1/k=6.4$ nm, and the Fermi wavelength is $2\pi/k=40$ nm. The carrier density on each side is $k^2/\pi=7.8\times10^{11}$ cm$^{-2}$.

With $4e_0^2/h=0.155$ mS and $k/\pi=49.8$ µm$^{-1}$, the uniform sheet has $G/W=7.72$ mS/µm. The junction has $5.15$ mS/µm. The corresponding resistances times width are 130 and 194 Ω µm, so the sharp step adds about 65 Ω µm. The uniform value is not zero because a finite number of modes connects the two contacts. These figures assume reflectionless contacts: the n and p half sheets themselves act as the leads.

## (f) How far does the ideal result carry over to a device?

*Estimate the effects of ramp width, the lattice, temperature and disorder for this example.*

**Solution.** For wider ramps, (1) was integrated numerically from the right edge, starting with $u_t$, and the result was separated into $u_i$ and $u_r$ at the left edge. The energy $\varepsilon$ is held fixed. $G_0$ is the conductance of the uniform sheet, and the field is $2\varepsilon/(e_0w)$.

| $w$ (nm) | $T(30^\circ)$ | $G/G_0$ | Field (MV/cm) |
|---:|---:|---:|---:|
| 1 | 0.748 | 0.666 | 2.0 |
| 2 | 0.744 | 0.662 | 1.0 |
| 5 | 0.713 | 0.641 | 0.40 |
| 10 | 0.617 | 0.578 | 0.20 |
| 40 | 0.094 | 0.284 | 0.05 |

At $w=2$ nm, $kw=0.313$ and (4) gives $0.75(1-0.098\times0.25/3)=0.744$, as in the table. At 10 nm, $kw=1.56$ and (4) gives 0.60, so the expansion is losing accuracy. A 40 nm ramp lowers the conductance by 57% relative to the sharp junction.

**The lattice.** The nearest-neighbour honeycomb lattice was solved numerically at $\varepsilon=0.10$ eV, by joining the surface Green functions of two half sheets. The interface runs along a zigzag row, and the potential jumps across the bonds perpendicular to it. With the angle defined by $\sin\phi=\hbar vq/\varepsilon$, where $q$ is measured from the valley centre, one valley gives $T=0.764$ at $+30^\circ$, $0.736$ at $-30^\circ$ and $0.9997$ at $0^\circ$. The lattice is symmetric under $k_y\to-k_y$, which exchanges the valleys, so the other valley has the first two values interchanged. Their average is 0.750: the lattice correction nearly cancels in the valley sum at this angle.

**Temperature.** An electron at energy $E\ne0$ has kinetic energies $\varepsilon+E$ and $-\varepsilon+E$ on the two sides, so its step is asymmetric. For $|E|<\varepsilon$, let $\theta$ be the angle on the right with $k_R\sin\theta=k_L\sin\phi$. The transmitted spinor becomes $(1,e^{-i\theta})^T$, and the matching of (c) gives

$$r=\frac{e^{i\phi}-e^{-i\theta}}{e^{-i\phi}+e^{-i\theta}},\qquad
T=1-|r|^2=\frac{\cos\phi\cos\theta}{\cos^2[(\phi-\theta)/2]} .$$

The last step uses $|r|^2=\sin^2[(\phi+\theta)/2]/\cos^2[(\phi-\theta)/2]$. Setting $\theta=\phi$ recovers $\cos^2\phi$. For $|E|>\varepsilon$ both sides have the same carrier type, and $\theta$ is replaced by $-\theta$ in these formulas.

Modes that propagate on both sides satisfy $|q|<|\varepsilon-|E||/\hbar v$, so their number first falls as $|E|$ grows. Averaging the conductance numerically over the thermal window $-\partial f/\partial E$, where $f$ is the Fermi function, gives 3.83 mS/µm at 300 K. This is about a quarter below the zero-temperature sharp-step value, with the potentials held fixed. The uniform sheet hardly changes, at 7.80 mS/µm, so the added resistance rises to about $261-128=133$ Ω µm, twice the zero-temperature value. The thermal energy, 0.026 eV, is not small compared with $\varepsilon$.

**Disorder.** Equating $\sigma=ne_0\mu$ to the Dirac result $\sigma=(2e_0^2/h)k\ell$, with $n=k^2/\pi$, gives the mean free path $\ell=\hbar k\mu/e_0$. A rough mobility of $10^4$ cm²/Vs gives $\ell\approx100$ nm. The ballistic formula therefore needs contacts separated by much less than about 100 nm. Such a spacing is comparable to the Fermi wavelength of 40 nm. Heavily doped contacts then reflect, the waves interfere between them and evanescent modes contribute, so the added resistance can differ from 65 Ω µm by about a factor of two in either direction. The result of (e) applies directly only to a cleaner sheet with well-matched contacts.

**The real case.** The chosen density is moderate for gated graphene and low for a heavily doped interconnect, where $10^{13}$ cm$^{-2}$ or more is a rough guide. Higher density shortens $1/k$ and makes the sharp condition harder to meet. A gate tens of nanometres from the sheet spreads the potential over a comparable distance. Such a junction breaks the sharp-step assumption at this density, and the 40 nm row shows the change for a linear ramp of that width. Other profiles give different values. Screening alters the ramp shape, a substrate gap causes reflection at the step even at normal incidence, and a rough edge adds scattering; none of these is included. The mode integral also requires $kW/\pi\gg1$. Here $\pi/k=20$ nm, so a line only 20 nm wide needs a calculation with discrete modes and its actual edges.
